# Angular dependence of the Pockels effect in a tetragonal barium titanate film

In a single-domain tetragonal barium titanate film, let the applied electric field and the optical polarisation both lie in the film plane at angle $t$ to the polar axis, and let the light travel in that plane, perpendicular to both. To first order in the field, and with birefringence neglected, the refractive index $n$ changes by

$$\Delta n=-\tfrac12 n^3 r_{\rm eff}E,\qquad r_{\rm eff}=r_{33}\cos^3t+(r_{13}+2r_{42})\cos t\,\sin^2t .$$

Here $E$ is the applied field and $r_{13}$, $r_{33}$, $r_{42}$ are the Pockels coefficients. In barium titanate $r_{42}$ is much the largest of the three, and the formula shows how a tilted field brings it into play.

Take axis 3 along the polar axis, axis 1 in the film plane and axis 2 along the film normal. The unit vector shared by the field and the polarisation is

$$\mathbf e=(\sin t,\,0,\,\cos t),\qquad \mathbf E=E\,\mathbf e ,$$

and the light travels along $\hat{\mathbf k}=(\cos t,0,-\sin t)$, for which $\hat{\mathbf k}\cdot\mathbf e=0$. Such a field is made by two long parallel electrodes on either side of the light path. Since nothing varies along the path, a static field, which has no curl, has no component along it. The field therefore points across the gap even though the static permittivity is anisotropic. Near the electrode edges it also has a component along the film normal, which is neglected here.

The optical response is described by the relative impermeability $\eta$, the inverse of the relative permittivity tensor, so that $\varepsilon_0\boldsymbol{\mathcal E}=\eta\mathbf D$ for the optical field $\boldsymbol{\mathcal E}$ and displacement $\mathbf D$. The Pockels coefficients are defined by

$$\Delta\eta_{ij}=\sum_k r_{ijk}E_k .$$

To see which part of $\eta$ the light samples, take a plane wave with wavevector $(n\omega/c)\hat{\mathbf k}$ in a non-magnetic medium. Maxwell's curl equations are $\mathbf k\times\boldsymbol{\mathcal E}=\omega\mu_0\mathbf H$ and $\mathbf k\times\mathbf H=-\omega\mathbf D$. Eliminating $\mathbf H$ gives

$$\mathbf D=-\frac{\mathbf k\times(\mathbf k\times\boldsymbol{\mathcal E})}{\omega^2\mu_0}
=n^2\varepsilon_0\left[\boldsymbol{\mathcal E}-\hat{\mathbf k}(\hat{\mathbf k}\cdot\boldsymbol{\mathcal E})\right],$$

because $1/(c^2\mu_0)=\varepsilon_0$. The bracket is the part of $\boldsymbol{\mathcal E}$ perpendicular to $\hat{\mathbf k}$, so $\mathbf D$ is transverse. Inserting $\varepsilon_0\boldsymbol{\mathcal E}=\eta\mathbf D$ and dividing by $n^2$, we find

$$(1-\hat{\mathbf k}\hat{\mathbf k})\,\eta\,\mathbf D=\frac{1}{n^2}\,\mathbf D .$$

Thus $1/n^2$ is an eigenvalue of the $2\times2$ block of $\eta$ that acts on the two directions perpendicular to $\hat{\mathbf k}$. "Polarisation" will mean the direction of $\mathbf D$. Without birefringence, $\mathbf D$ and $\boldsymbol{\mathcal E}$ are parallel before the field is applied.

The tetragonal phase has point group 4mm, and this fixes the form of $r_{ijk}$. In a lossless crystal without magnetic order $\eta$ is symmetric, so $r_{ijk}=r_{jik}$. The mirror that reverses axis 1 changes the sign of every component in which the index 1 appears an odd number of times, so those components vanish. The mirror that reverses axis 2 does the same for the index 2. With three indices in all, the index 3 must then appear once or three times. The survivors are $r_{333}$, $r_{113}$, $r_{223}$, $r_{131}$ and $r_{232}$, with their partners under exchange of the first two indices. A quarter turn about the polar axis takes axis 1 into axis 2 and axis 2 into minus axis 1. Each survivor contains the index 1 or 2 twice or not at all, so the minus sign cancels and

$$r_{113}=r_{223}\equiv r_{13},\qquad r_{333}\equiv r_{33},\qquad r_{232}=r_{131}\equiv r_{42}.$$

The short notation replaces the pair 23 by 4 and the pair 13 by 5, with no factor of two, so the last equality reads $r_{42}=r_{51}$. Averaging a complete set of basis tensors over the eight operations of the group confirms that three independent constants remain.

For the field $E(\sin t,0,\cos t)$ the changes of impermeability are

$$\Delta\eta_{11}=\Delta\eta_{22}=r_{13}E\cos t,\qquad \Delta\eta_{33}=r_{33}E\cos t,$$

$$\Delta\eta_{13}=\Delta\eta_{31}=r_{42}E\sin t,\qquad \Delta\eta_{12}=\Delta\eta_{23}=0 .$$

The last two vanish because $r_{12k}=0$ for every $k$, and because $\Delta\eta_{23}=r_{42}E_2$ while $E_2=0$. The field component along the polar axis stretches or compresses the index ellipsoid along its axes. The perpendicular component adds an off-diagonal element. In a birefringent crystal this tilts the ellipsoid in the film plane; without birefringence it stretches and compresses the index sphere along the two diagonals between the axes.

The two directions perpendicular to $\hat{\mathbf k}$ are $\mathbf e$ and the film normal $\hat{\mathbf y}$. The element of $\eta$ that connects them is

$$\mathbf e\cdot\eta\,\hat{\mathbf y}=\sin t\,\eta_{12}+\cos t\,\eta_{32}=0 ,$$

with or without the field. A wave with $\mathbf D$ along $\mathbf e$ is therefore an eigenmode and stays one when the voltage is applied. The reason is a symmetry: the polar axis, the field and the direction of travel all lie in the film plane, so reflection in that plane leaves the arrangement unchanged. The eigenvalue for this mode is the diagonal element $\mathbf e\cdot\eta\,\mathbf e$, and its change is

$$\Delta\!\left(\frac1{n^2}\right)=\sin^2t\,\Delta\eta_{11}+\cos^2t\,\Delta\eta_{33}+2\sin t\cos t\,\Delta\eta_{13}.$$

The factor 2 arises because $\Delta\eta_{13}$ and $\Delta\eta_{31}$ contribute equally. Substituting the three elements gives

$$\Delta\!\left(\frac1{n^2}\right)=E\left[r_{13}\cos t\sin^2t+r_{33}\cos^3t+2r_{42}\sin^2t\cos t\right]=r_{\rm eff}E ,$$

which is the stated coefficient. In the $r_{42}$ term, one factor $\sin t$ comes from the applied field, and the product $\sin t\cos t$ comes from the polarisation, which must have components along both axes to sense the off-diagonal element.

To obtain the index itself, write $x=r_{\rm eff}E$ and let $n$ be the index without field. The new index is

$$\left(n^{-2}+x\right)^{-1/2}=n\left(1+n^2x\right)^{-1/2}=n\left(1-\tfrac12n^2x+\tfrac38n^4x^2-\dots\right),$$

and hence

$$\Delta n=-\tfrac12n^3r_{\rm eff}E\left(1-\tfrac34n^2r_{\rm eff}E+\dots\right).$$

The leading term is the opening result. The minus sign says that the index falls when $r_{\rm eff}E$ is positive.

At $t=0$ the coefficient reduces to $r_{33}$. For small angles $\cos^3t\approx1-\tfrac32t^2$ and $\cos t\sin^2t\approx t^2$, so

$$r_{\rm eff}\approx r_{33}+\left(r_{13}+2r_{42}-\tfrac32r_{33}\right)t^2 .$$

Tilting the field away from the polar axis thus helps if $2(r_{13}+2r_{42})>3r_{33}$. At $t=90^\circ$ the response vanishes: the off-diagonal element is then largest, but $\mathbf D$ lies along axis 1 and samples only $\eta_{11}$, which does not change.

The best angle follows from the same comparison. Put $A=r_{33}$, $B=r_{13}+2r_{42}$, both positive, and $c=\cos t$. With $\sin^2t=1-c^2$,

$$r_{\rm eff}=Ac^3+Bc(1-c^2)=Bc-(B-A)c^3,\qquad \frac{dr_{\rm eff}}{dc}=B-3(B-A)c^2 .$$

If $2B>3A$, the derivative vanishes inside the interval $0<c<1$, at

$$c^2=\frac{B}{3(B-A)} ,$$

and the second derivative $-6(B-A)c$ is negative there, so this is a maximum. Since $(B-A)c^2=B/3$ at this point, the maximum value is $Bc-\tfrac13Bc=\tfrac23Bc$. If $2B\le3A$, the derivative is $B>0$ at $c=0$ and $3A-2B\ge0$ at $c=1$. It is linear in $c^2$, so it is nowhere negative in between, and the maximum lies at $t=0$. When $B$ is much larger than $A$, $c^2$ tends to $1/3$ and the best angle to about $54.7^\circ$.

For numbers, consider a barium titanate film on a silicon photonic chip at 1550 nm, with the rough typical values $r_{13}=10$, $r_{33}=100$ and $r_{42}=1000$ pm/V, and ordinary and extraordinary indices $n_o=2.30$ and $n_e=2.27$. At $45^\circ$ both $\cos^3t$ and $\cos t\sin^2t$ equal $1/(2\sqrt2)=0.3536$, so

$$r_{\rm eff}(45^\circ)=0.3536\,(100+10+2000)\ {\rm pm/V}=746\ {\rm pm/V}.$$

Of this, 707 pm/V comes from $r_{42}$, 35 from $r_{33}$ and 4 from $r_{13}$. The result is more than seven times the 100 pm/V found with the field along the polar axis. The best angle follows from $B=2010$ pm/V:

$$c^2=\frac{2010}{3\times1910}=0.351,\qquad t=53.7^\circ,\qquad r_{\rm eff}=\tfrac23\times2010\times0.592\ {\rm pm/V}\approx794\ {\rm pm/V}.$$

Choosing $45^\circ$ instead costs about 6% of the maximum.

A voltage of 2 V across a gap of 2 µm gives $E=1$ V/µm, taking the field as uniform. With $n=n_o$, $n^3=12.17$ and

$$\Delta n=-\tfrac12\times12.17\times7.46\times10^{-4}=-4.54\times10^{-3}.$$

Solving the plane-wave problem without expanding in the field gives $-4.525\times10^{-3}$, against $-4.538\times10^{-3}$ from the linear formula. It is smaller in size by about 0.3%, in line with the correction $\tfrac34n^2r_{\rm eff}E$.

In a phase modulator part of the light travels outside the film. Let $\Gamma$ be the change of the mode index divided by the change of the film index, let $g$ be the gap, and set $E=V/g$. Over a length $L$ the phase changes in size by

$$|\Delta\phi|=\frac{2\pi}{\lambda}\,\Gamma|\Delta n|L=\frac{\pi\,\Gamma n^3r_{\rm eff}VL}{\lambda g}.$$

Setting this equal to $\pi$ gives the product of voltage and length for a half-wave shift in one arm. With a rough $\Gamma=0.4$ and $t=45^\circ$,

$$V_\pi L=\frac{\lambda g}{\Gamma n^3r_{\rm eff}}=\frac{1.55\times2.0}{0.4\times12.17\times7.46\times10^{-4}}\ {\rm V\,\mu m}\approx 854\ {\rm V\,\mu m}=0.085\ {\rm V\,cm}.$$

At 2 V the required length is 0.43 mm.

Birefringence can now be put back. The unperturbed impermeability is diagonal, with elements $1/n_o^2$, $1/n_o^2$ and $1/n_e^2$, so the element between $\mathbf e$ and $\hat{\mathbf y}$ still vanishes. Hence

$$\frac1{n^2}=\frac{\sin^2t}{n_o^2}+\frac{\cos^2t}{n_e^2}+r_{\rm eff}E .$$

Within the linear Pockels law, and for a plane wave with $\mathbf D$ along $\mathbf e$, the coefficient $r_{\rm eff}$ is therefore unaltered. As a test, the plane-wave equation was solved at seven angles from $5^\circ$ to $85^\circ$ with fields of $\pm1$ V/µm, both with and without birefringence; the largest relative departure from the formula was $1.4\times10^{-13}$. What birefringence alters is the index in $n^3$. At $45^\circ$ the unperturbed index is 2.285 instead of 2.30, which lowers $n^3$ by 2.0%, and the index change becomes $-4.45\times10^{-3}$ from the linear formula, or $-4.44\times10^{-3}$ without expanding in the field. Since $n^3$ now grows with $t$, the angle of largest index change moves slightly, from $53.7^\circ$ to $54.1^\circ$. The static shift of $-0.015$ from $n_o$ is larger than the change made by the voltage, but it is a constant phase and does not enter $V_\pi L$ except through $n^3$.

Birefringence also separates the directions of $\boldsymbol{\mathcal E}$ and $\mathbf D$. For $\mathbf D$ along $\mathbf e$, the components of $\eta\mathbf D$ along $\hat{\mathbf k}$ and $\mathbf e$ give the angle $\alpha$ between them; at $45^\circ$

$$\tan\alpha=\frac{n_e^{-2}-n_o^{-2}}{n_e^{-2}+n_o^{-2}}=\frac{n_o^2-n_e^2}{n_o^2+n_e^2}=0.013,\qquad \alpha=0.75^\circ .$$

Suppose instead that the optical electric field is held at $45^\circ$, so that the energy flows along $\hat{\mathbf k}$. The electric and magnetic energies of a plane wave are equal, $\mu_0H^2=\varepsilon_0\varepsilon_{ee}\mathcal E^2$, where $\varepsilon_{ee}$ is the permittivity element along $\mathbf e$. The energy therefore travels at the speed $\mathcal EH/(\varepsilon_0\varepsilon_{ee}\mathcal E^2)=c/\sqrt{\varepsilon_{ee}}$, and the coefficient that takes the place of $r_{\rm eff}$ for this speed is the change of $1/\varepsilon_{ee}$ per unit field. It is 745 instead of 746 pm/V, so this distinction is negligible here.

The direction of travel matters far more. Suppose that the light crosses the film along its normal. The relevant block of $\eta$ then belongs to axes 1 and 3:

$$\begin{pmatrix} n_o^{-2}+r_{13}E\cos t & r_{42}E\sin t\\ r_{42}E\sin t & n_e^{-2}+r_{33}E\cos t\end{pmatrix}.$$

With birefringence the two diagonal elements differ at zero field, and the off-diagonal element shifts the eigenvalues only in second order. For small fields the wave polarised near the polar axis responds with $r_{33}\cos t$, which is 71 pm/V at $45^\circ$, and $r_{42}$ drops out of the linear response. Small here means well below 1 V/µm, where the second-order shift from $r_{42}$ already exceeds the linear one. Without birefringence the field alone selects the eigenmodes. The angle $\psi$ of one of them from the polar axis obeys

$$\tan2\psi=\frac{2r_{42}\sin t}{(r_{33}-r_{13})\cos t},$$

which for $t=30^\circ$ gives $\psi=42.8^\circ$, or $12.8^\circ$ away from the field. A polarisation along the field is then not preserved, although at $t=45^\circ$ it lies within $1.3^\circ$ of an eigenmode. In the birefringent crystal at small fields, where $r_{42}$ drops out, the formula for $r_{\rm eff}$ does not apply to light along the normal; it belongs to light guided in the film plane.

Real films contain domains. Reversing the polar axis replaces $t$ by $t+180^\circ$, which reverses $\cos t$ and leaves $\sin^2t$ unchanged, so $r_{\rm eff}$ changes sign. A film with its polar axis in the plane can have four variants, turned by $90^\circ$ from one another. Let $f_1$ and $f_2$ be the shares of the light path in the two variants whose polar axes make the acute angles $t$ and $90^\circ-t$ with the field, and let $f_3$ and $f_4$ be the shares of their reversed partners. If the field stays uniform and scattering at domain walls is neglected, the phases add along the path and

$$\bar r=(f_1-f_3)\,r_{\rm eff}(t)+(f_2-f_4)\,r_{\rm eff}(90^\circ-t).$$

At $45^\circ$ the four variants contribute $+746$, $+746$, $-746$ and $-746$ pm/V. Equal shares cancel, and the film must be poled; once it is, perpendicular variants do no harm to the linear response as long as the field stays uniform. At $45^\circ$ it does so if the domain walls run along the light path, because both variants then have the same permittivity along the field. The domains lie side by side in that case, but since both poled variants have the same coefficient, it does not matter how the light is shared between them.

Walls that cut across the path are different, because the static permittivity is anisotropic: it is $\varepsilon_a$ perpendicular to the polar axis and a much smaller $\varepsilon_c$ along it. Take equal domains of the two poled variants, much narrower than the gap. The spontaneous polarisation along the path reverses at each such wall, so the walls carry bound charge; suppose that this charge is compensated and stays fixed when the voltage is applied. The static displacement that the voltage adds along the path is then continuous across the walls and, by symmetry, zero. This requires a field component along the path of size $E(\varepsilon_a-\varepsilon_c)/(\varepsilon_a+\varepsilon_c)$, which turns the field towards the polar axis in each domain. The component perpendicular to that axis falls by the factor $2\varepsilon_c/(\varepsilon_a+\varepsilon_c)$, and the $r_{42}$ part of the response falls with it.

The presence of two variants changes the choice of angle. For a poled film with $f_1=f_2=\tfrac12$ in a uniform field, write $s=\sin t$ and $u=s+c$. Since $c^3+s^3=u(1-sc)$ and $cs^2+sc^2=u\,sc$,

$$\bar r=\tfrac12u\left[A+(B-A)sc\right].$$

Both $u$ and $sc$ are largest at $45^\circ$, so for $B>A$ this is the best angle, although a single domain prefers $53.7^\circ$. At $60^\circ$, for instance, the two variants give 766 and 500 pm/V, with a mean of 633 pm/V against 746 pm/V at $45^\circ$. The angle $45^\circ$ also gives both variants the same unperturbed index.

The linear law itself has a limit, which can be estimated by supposing that all of $r_{42}$ comes from a rigid rotation of the optical axis towards the field. This is a conjecture about the mechanism, used only to set a scale. Let $\Delta=n_e^{-2}-n_o^{-2}=0.00503$. A rotation by a small angle $\delta$ produces $\Delta\eta_{13}=\Delta\sin\delta\cos\delta\approx\Delta\,\delta$, and equating this to $r_{42}E\sin t$ gives

$$\delta=\frac{r_{42}E\sin t}{\Delta}=\frac{7.07\times10^{-4}}{0.00503}=0.141\ {\rm rad}=8.1^\circ$$

at $45^\circ$ and 1 V/µm. The full change along $\mathbf e$ is $\Delta[\cos^2(t-\delta)-\cos^2t]=\Delta\sin\delta\sin(2t-\delta)$, where the linear law has $\Delta\,\delta\sin2t$. The difference is $-1.3\%$ of the $r_{42}$ part at $45^\circ$ and $+3.3\%$ at the best angle. With the field reversed it is again $-1.3\%$ at $45^\circ$, but $-6.7\%$ at the best angle. These figures count only the geometry of the rotation, with $\delta$ proportional to $E$ and $\Delta$ fixed. In a real crystal both assumptions fail at a similar level, so only the scale of a few per cent should be kept, not the signs or the symmetry under reversal at $45^\circ$. In this picture $r_{42}$ is itself proportional to $\Delta$, so neglecting birefringence can mean neglecting it in the unperturbed index, but not in the origin of $r_{42}$.

Set beside real devices, the parameters above describe a well-poled film with a narrow gap, and the resulting $V_\pi L$ is optimistic. One correction is mechanical clamping. At modulation frequencies too high for the crystal to deform, the two larger coefficients, $r_{33}$ and $r_{42}$, are reduced; with rough clamped values of 10, 40 and 700 pm/V for $r_{13}$, $r_{33}$ and $r_{42}$, the coefficient at $45^\circ$ falls by 31% to 513 pm/V. With gap, overlap and index held fixed, $V_\pi L$ rises to 0.12 V cm. Incomplete poling can cost more: if three quarters of the path is poled along the field and one quarter against it, $\bar r$ is halved. A guided mode is also not a plane wave, and unequal layers above and below the film break the reflection symmetry, an effect that $\Gamma$ does not describe. Breakdown is remote, since the field of 0.01 MV/cm is 2% of a rough breakdown field of 0.5 MV/cm. Switching is a nearer limit: a field with a component against the polar axis can reverse domains well below breakdown, so a poled film may need a constant bias that keeps the total field on the poled side. That side has a limit too. A field at $45^\circ$ points along the polar direction of the orthorhombic phase, and a Landau estimate for the free bulk crystal at 300 K makes that phase the stable one above roughly 2 V/µm, only about twice the field used here. Operation at 300 K lies about 93 K below a rough Curie point of 393 K, above which the crystal is no longer polar and the linear effect derived here vanishes. The lower limit is closer: bulk barium titanate becomes orthorhombic at roughly 280 K, and the tensor form used here then no longer applies. Strain in a film can shift both temperatures. The numerical output below lists the coefficient at further angles.

## Numbers as computed

```
input r13, r33, r42 (rough): 10, 100, 1000 pm/V
input n_o, n_e (rough): 2.30, 2.27
input wavelength: 1550 nm
input gap, voltage: 2.0 um, 2.0 V
input overlap factor (rough): 0.40
field: 1.00 V/um = 0.010 MV/cm
independent constants left by 4mm symmetry: 3
largest relative error against Maxwell: 1.4e-13
r_eff at  0 deg: 100.0 pm/V
r_eff at 15 deg: 220.2 pm/V
r_eff at 30 deg: 500.1 pm/V
r_eff at 45 deg: 746.0 pm/V
r_eff at 60 deg: 766.3 pm/V
r_eff at 75 deg: 487.1 pm/V
r_eff at 90 deg: 0.0 pm/V
45 deg, r33 part: 35.4 pm/V
45 deg, r13 part: 3.5 pm/V
45 deg, r42 part: 707.1 pm/V
B = r13 + 2 r42: 2010 pm/V
best angle: 53.68 deg
r_eff at best angle: 793.6 pm/V
four domain variants at 45 deg: 746.0, 746.0, -746.0, -746.0 pm/V
index change at 45 deg, linear formula: -0.004538
index change, Maxwell, no birefringence: -0.004525
index change, Maxwell, birefringent: -0.004436
second order in field: -0.30 %
Vpi L at 45 deg: 0.0854 V cm
length for phase pi at given voltage: 0.427 mm
phase/pi at that length, Maxwell index: 0.9970
static index at 45 deg, birefringent: 2.2849
static index minus n_o: -0.0151
n^3 change from birefringence: -1.96 %
angle between optical E and D: 0.75 deg
r_eff if optical E is held at 45 deg: 745.0 pm/V
light along normal, extraordinary wave, 45 deg: 70.7 pm/V
light along normal, no birefringence, field at 30 deg: eigenmode D is 12.8 deg off the field
rigid tilt of optical axis at 45 deg: 8.1 deg
its effect on the r42 part at 45 deg: -1.3 %
rigid tilt at best angle: 9.2 deg
its effect on the r42 part there: 3.3 %
clamped r13, r33, r42 (rough): 10, 40, 700 pm/V
clamped r_eff at 45 deg: 512.7 pm/V
change by clamping: -31 %
breakdown field (rough): 0.5 MV/cm
field / breakdown field: 0.020
Curie point (rough), use: 393 K, 300 K
margin below Curie point: 93 K
```
